\section*{Dipole emission in planar multilayers by a deformed Sommerfeld contour}

\section{A quadrature that loses most of the light}

An emitter lies 80 nm below the air surface of a 240 nm film of index 3.5. Under the film are a 100 nm layer of index 2 and a substrate of index 1.5. These are model parameters; the vacuum wavelength is 900 nm. Averaged over dipole orientation, the emission rate relative to an unbounded medium of index 3.5 is 0.878. A fine quadrature of the same integral along the real axis returns 0.053. The missing 94\% is the light emitted into guided modes. In a lossless stack these modes are poles on the integration path, and the real part of the integrand, with the direct wave included, vanishes on both sides of each pole, so sampling cannot see them. A path below the poles recovers them with a few dozen nodes.

\section{From decay rate to classical power}

The media are planar, local, isotropic and non-magnetic, fields vary as $e^{-i\omega t}$, and the coupling is weak enough for the golden rule. Atomic units are used for rates, so $\hbar=4\pi\epsilon_0=1$. In a lossless structure with frequency-independent $\epsilon$ let the modes $\mathbf f_m$ satisfy $\nabla\times\nabla\times\mathbf f_m=\epsilon(\omega_m^2/c^2)\mathbf f_m$ and $\int\epsilon|\mathbf f_m|^2=1$. One photon has field amplitude $\sqrt{2\pi\omega_m}\,\mathbf f_m$, hence
\begin{equation}
\Gamma=4\pi^2\omega\sum_m|\boldsymbol\mu\cdot\mathbf f_m|^2\delta(\omega_m-\omega).
\end{equation}
A classical dipole of real amplitude $\boldsymbol\mu$ drives
$\nabla\times\nabla\times\mathbf E-\epsilon(\omega^2/c^2)\mathbf E=(4\pi\omega^2/c^2)\boldsymbol\mu\,\delta(\mathbf r-\mathbf r_0)$. Expanding $\mathbf E$ in the modes gives denominators $\omega_m^2-\omega^2-i0$, whose inverse has imaginary part $\pi\delta(\omega_m-\omega)/(2\omega)$. The power delivered is therefore
\begin{equation}
P=\frac{\omega}{2}\,\mathrm{Im}\,\boldsymbol\mu\cdot\mathbf E(\mathbf r_0)
=\pi^2\omega^2\sum_m|\boldsymbol\mu\cdot\mathbf f_m|^2\delta(\omega_m-\omega).
\end{equation}
The ratio $\Gamma/P=4/\omega$ does not depend on the surroundings, so $F\equiv P/P_0=\Gamma/\Gamma_0$. For dispersive or absorbing layers $F$ is taken as the classical power ratio. With absorption it includes heat and is not a photon yield.

In the unbounded medium of index $n_1$ the modes are plane waves with $\omega_k=ck/n_1$ and $|\mathbf f|^2=1/(n_1^2V)$. The two polarizations together give $\mu^2\sin^2\theta$, whose angular integral is $8\pi\mu^2/3$:
\begin{equation}
\Gamma_0=2\pi\,\frac{1}{8\pi^3}\,\frac{8\pi}{3}\,\frac{2\pi\omega\mu^2}{n_1^2}\,\frac{n_1^3\omega^2}{c^3}
=\frac{4n_1\omega^3\mu^2}{3c^3}.
\end{equation}
No local-field correction is included. An explicit sum over box modes with frequencies up to $\omega$ reproduces the frequency integral of this formula, $\Gamma_0\omega/4$, to 0.05\% when the cutoff sphere has a radius of 40.5 lattice spacings in $k$ space. Lattice counting makes this deviation fluctuate by a few tenths of a percent as the radius varies between 30 and 50.

\section{The integral}

Let $k_1=n_1\omega/c$, with the emitter layer lossless, and let $a$ and $b$ be the distances to the stacks above and below. Write $\mathbf q$ for the in-plane wave vector, $u=q/k_1$ and $l=\sqrt{1-u^2}$ with $\mathrm{Im}\,l\ge0$. The dipole field is $(4\pi/\epsilon_1)(k_1^2+\nabla\nabla\cdot)\boldsymbol\mu\,e^{ik_1R}/(4\pi R)$, where
\begin{equation}
\frac{e^{ik_1R}}{4\pi R}=\frac{i}{8\pi^2}\int\frac{d^2q}{k_1l}\,e^{i\mathbf q\cdot\boldsymbol\rho+ik_1l|z|}.
\end{equation}
For waves going up or down, $k_1^2+\nabla\nabla\cdot$ becomes $k_1^2$ times the projector on the unit vectors $\mathbf s=\hat z\times\hat q$ and $\mathbf e_\pm=\mp l\hat q+u\hat z$. (A local term at the source is real and delivers no power.) Both $\mathbf e_\pm$ belong to the same direction of magnetic field, so $r_p$ is the magnetic-field ratio. An ideal mirror has $r_p=+1$ and $r_s=-1$.

For one polarization let $A_\pm$ be the source amplitudes, and let $x=r^+e^{2ilk_1a}$, $y=r^-e^{2ilk_1b}$. The waves returning from above, $D$, and from below, $B$, obey
\begin{equation}
D=x(A_++B),\qquad B=y(A_-+D).
\end{equation}
Substituting one into the other,
\begin{equation}
D=\frac{x(A_++yA_-)}{1-xy},\qquad B=\frac{y(A_-+xA_+)}{1-xy}.
\end{equation}
Projected on the dipole, the returned field is
\begin{equation}
A_-D+A_+B=\frac{(x+y)A_+A_-+xy(A_+^2+A_-^2)}{1-xy}.
\end{equation}
A perpendicular dipole of unit size has $A_\pm=u$. Since $x+y+2xy=(1+x)(1+y)-(1-xy)$, the result is $u^2[K_+-1]$ with
\begin{equation}
K_\pm=\frac{(1\pm x)(1\pm y)}{1-xy}.
\end{equation}
A parallel dipole at azimuth $\varphi$ to $\mathbf q$ has $A_\pm=\mp l\cos\varphi$ in p polarization. The product $A_+A_-$ is now negative, which gives $l^2\cos^2\varphi\,[K_--1]$. In s polarization $A_\pm$ are equal, of size $|\sin\varphi|$, and give $\sin^2\varphi\,[K_s-1]$, where $K_s$ is $K_+$ built from $r_s$.

The direct wave fixes the normalization. For the perpendicular dipole its power is proportional to $2\pi\,\mathrm{Re}\int u^3du/l=4\pi/3$, because $u\,du=-l\,dl$ turns the integral into $\int_0^1(1-l^2)dl=2/3$. The azimuthal integral of $\cos^2\varphi$ or $\sin^2\varphi$ is $\pi$. Hence
\begin{align}
F_\perp&=1+\tfrac32\,\mathrm{Re}\int_0^\infty\!du\,\frac{u^3}{l}\,[K_+-1],\label{perp}\\
F_\parallel&=1+\tfrac34\,\mathrm{Re}\int_0^\infty\!du\,\frac ul\left\{K_s-1+l^2[K_--1]\right\}.\label{par}
\end{align}
The isotropic mean is $(F_\perp+2F_\parallel)/3$.

\subsection*{Stack reflection}
At an interface from medium $\alpha$ to $\beta$, continuity of $E$ and $E'$ (s) gives $f=(k_\alpha-k_\beta)/(k_\alpha+k_\beta)$, where $k_j$ are normal wave numbers. Continuity of $H$ and $H'/\epsilon$ (p) replaces $k_j$ by $k_j/\epsilon_j$. The reverse reflection is $-f$, and the two transmissions multiply to $1-f^2$. If layer $\beta$ has thickness $t$ and reflection $r'$ at its far side, put $v=r'e^{2ik_\beta t}$ and sum the round trips:
\begin{equation}
r=f+\frac{(1-f^2)v}{1+fv}=\frac{f+v}{1+fv}.\label{rec}
\end{equation}
The recursion starts at the outer half-space with $r'=0$. It contains no growing exponentials, so evanescent layers cause no overflow.

\section{Where the poles are}

A pole of the integrand is a source-free field that decays on both sides. In TE polarization $\phi''+(k_0^2\epsilon-q^2)\phi=0$, with $k_0=\omega/c$. Multiplying by $\phi^*$ and integrating by parts,
\begin{equation}
q^2\!\int|\phi|^2=k_0^2\!\int\epsilon|\phi|^2-\int|\phi'|^2 .
\end{equation}
With $\mathrm{Im}\,\epsilon\ge0$ this gives $\mathrm{Im}\,q^2\ge0$. In TM polarization the magnetic field satisfies
\begin{equation}
q^2\!\int\frac{|\phi|^2}{\epsilon}=k_0^2\!\int|\phi|^2-\int\frac{|\phi'|^2}{\epsilon}.
\end{equation}
Let $\mathrm{Re}\,\epsilon>0$ and suppose $-\pi/4<\arg u<0$. Then $\arg q^2$ lies in $(-\pi/2,0)$, and the integral multiplying $q^2$ has its argument in $(-\pi/2,0]$. The left side thus has negative imaginary part, while the right side has $\mathrm{Im}\ge0$: a contradiction. The sector just below the positive axis is free of poles. In it $\mathrm{Im}(\epsilon_j/\epsilon_1-u^2)>0$ for every medium, so the principal square root has positive imaginary part and no branch cut is met.

The lossless stack is the limit of vanishing absorption, in which poles reach the axis from above. The path must pass below them:
\begin{equation}
u(t)=t-ih\sin(\pi t/U),\quad 0\le t\le U,\quad h\pi/U<1.\label{path}
\end{equation}
As $\sin z\le z$, the slope condition keeps the path in the safe sector. The end $U$ must exceed every pole and branch point. Guided indices lie below the largest index $n_{\max}$, so $U>n_{\max}/n_1$ suffices for dielectrics. Here $U=2$ and $h=0.3$, so $h\pi/U=0.47$.

Beyond $U$ the path returns to the real axis. In a lossless stack $x$ and $y$ are real there and $l$ is imaginary, so this tail contributes nothing to the real part. With absorption it matters. For $u\gg1$ near a half-space of permittivity $\epsilon$ relative to the emitter medium, $l\simeq iu$ and $r_p\simeq(\epsilon-1)/(\epsilon+1)$. At distance $d$,
\begin{equation}
F_\perp\simeq\tfrac32\,\mathrm{Im}\,r_p\!\int_0^\infty\!\!u^2e^{-2k_1du}du=\frac{3}{8(k_1d)^3}\,\mathrm{Im}\frac{\epsilon-1}{\epsilon+1}.
\end{equation}
This is quenching. For $\epsilon=2+i$ the imaginary part is 0.2, and $k_1d=0.005$ gives $6.000\times10^5$; the full integral gives $6.001\times10^5$. This compares two formulas, not a real emitter: in the film of the example $k_1d=0.005$ means 0.2 nm, less than an atomic spacing, where a local permittivity and a point dipole no longer apply.

\section{Algorithm}

\begin{verbatim}
input: k1*a, k1*b, stacks of (eps/eps1, k1*t)
choose U beyond all poles; h < U/pi
for each Gauss node t in (0,U):
    u  = t - i h sin(pi t/U)
    du = 1 - i (h pi/U) cos(pi t/U)
    for pol in s, p:
        r+, r- by recursion, outermost first
        multiply by round-trip phases
    add weight * du * integrand(u)
tail: panels [U,2U], [2U,4U], ... up to
    U + 40/(2 k1 min(a,b)), on the real axis
F = 1 + real part of the sum
\end{verbatim}

The cost is proportional to the number of nodes times the number of layers. The integrand is analytic around the path, so Gauss quadrature converges geometrically. In the example the largest absolute difference in $F$ from the 200-node result is $1.4\times10^{-5}$ with 20 nodes, $2.4\times10^{-9}$ with 40, and at rounding level with 80. A shallower path, $h=0.1$ with 500 nodes, changes $F$ by rounding error alone. It runs closer to the singularities, which is why it was given more nodes. The tail needs a number of panels that grows as the logarithm of $1/(k_1\min(a,b))$.

\section{Radiated and guided parts}

\subsection*{What the real axis contains}
Put $\alpha=(1-x)/(1+x)$ and $\beta'=(1-y)/(1+y)$. Adding the fractions gives $\alpha+\beta'=2(1-xy)/[(1+x)(1+y)]$, so $K_+=2/(\alpha+\beta')$. With $\mathrm{Re}\,\alpha=(1-|x|^2)/|1+x|^2$, and likewise for $\beta'$,
\begin{equation}
\mathrm{Re}\,K_+=\frac{(1-|x|^2)|1+y|^2+(1-|y|^2)|1+x|^2}{2|1-xy|^2}.\label{split}
\end{equation}
For real $l$ the first term is the flux leaving upward. Indeed, the upward amplitude at the emitter is $A_++B=(A_++yA_-)/(1-xy)$, and a lossless stack transmits the fraction $1-|r^+|^2$. The second term is the downward flux. Reversing the signs of $x$ and $y$ gives the same split for $K_-$. Since $\tfrac32\,\mathrm{Re}\int_0^\infty u^3du/l=1$ and $\tfrac34\,\mathrm{Re}\int_0^\infty u(1+l^2)du/l=1$, the leading 1 in (\ref{perp}) and (\ref{par}) cancels the terms $-1$ in the brackets, and only the $K$ remain. If the stack is lossless and neither outer medium has a higher index than the emitter layer, putting the two terms of the split in place of each $K$ gives the radiated parts of $F$. A denser outer medium also receives light with imaginary $l$, which this split leaves out.

When $l$ is real and the wave is evanescent in both outer media, $|x|=|y|=1$ and (\ref{split}) vanishes wherever $xy\ne1$. Guided modes sit at $xy=1$. Real-axis sampling therefore returns the radiated part: 0.0160 for the perpendicular and 0.0713 for the parallel dipole, in place of 0.9070 and 0.8629.

\subsection*{What the poles contain}
Let $g$ solve $g''+(k_0^2\epsilon-q^2)g=-\delta(z-z_0)$. At the source $g=iK_s/(2k_1l)$, so $K_s/l=2k_1g/i$. With $u\,du=q\,dq/k_1^2$, the s part of (\ref{par}) is $(3/2k_1)\,\mathrm{Im}\int q\,g\,dq$. A TE mode with propagation constant $\beta$ and $\int\phi^2dz=1$ adds $\phi^2(z_0)/(q^2-\beta^2-i0)$ to $g$. Its imaginary part is $\pi\phi^2\delta(q^2-\beta^2)$, and $\int q\,\delta(q^2-\beta^2)dq=1/2$. Thus
\begin{equation}
F_\parallel^{\rm TE}=\frac{3\pi}{4k_1}\,\phi^2(z_0).
\end{equation}
For TM, let $(g'/\epsilon)'+(k_0^2-q^2/\epsilon)g=-\delta(z-z_0)$. The jump condition on $g'/\epsilon$ gives $g=i\epsilon_1K_+/(2k_1l)$. Modes are normalized by $\int\phi^2/\epsilon\,dz=1$ and enter $g$ with the same denominator. The perpendicular integral becomes $3/(\epsilon_1k_1^3)\,\mathrm{Im}\int q^3g\,dq$. For the parallel dipole, differentiating $g$ with respect to both of its positions gives $i\epsilon_1k_1l\,K_-/2$, apart from a real local term. Therefore
\begin{equation}
F_\perp^{\rm TM}=\frac{3\pi\beta^2\phi^2(z_0)}{2\epsilon_1k_1^3},\qquad
F_\parallel^{\rm TM}=\frac{3\pi\,\phi'^2(z_0)}{4\epsilon_1k_1^3}.
\end{equation}

These rates were computed from finite-difference eigenvectors of the two wave operators, which use neither reflection coefficients nor a contour. The film has four modes:
\begin{center}
\begin{tabular}{lccc}
mode & $\beta/k_0$ & $F_\perp$ & $F_\parallel$\\
TE & 3.233 & 0 & 0.4731\\
TE & 2.368 & 0 & 0.2570\\
TM & 3.055 & 0.7634 & 0.0487\\
TM & 1.807 & 0.1276 & 0.0129
\end{tabular}
\end{center}
For the perpendicular dipole, air, substrate and guided modes give $0.00125+0.01474+0.89105=0.90704$, which is the contour value. For the parallel dipole, $0.02263+0.04862+0.79168=0.86293$, against 0.86292. A second test makes the index-2 layer absorbing, with permittivity $4+i$. The poles then leave the axis, a resolved real-axis quadrature becomes legitimate, and it agrees with the contour to all seven printed decimals.

\section{The perfect-mirror limit}

Let one mirror lie at distance $d$ with no other interface, and put $X=2k_1d$. For an ideal mirror $K_+-1=e^{iXl}$, and the brace in (\ref{par}) is $-(1+l^2)e^{iXl}$. As $u$ runs from 0 to $\infty$, $l$ runs from 1 to $i\infty$, and $u\,du/l=-dl$. Define $I_m=\int_1^{i\infty}l^me^{iXl}dl$. Then $I_0=ie^{iX}/X$, and differentiating with respect to $X$,
\begin{align}
I_1&=-i\,\frac{dI_0}{dX}=e^{iX}\left(\frac iX-\frac1{X^2}\right),\\
I_2&=-\frac{d^2I_0}{dX^2}=ie^{iX}\left(\frac1X+\frac{2i}{X^2}-\frac2{X^3}\right).
\end{align}
From $F_\perp=1-\frac32\mathrm{Re}(I_0-I_2)$ and $F_\parallel=1+\frac34\mathrm{Re}(I_0+I_2)$,
\begin{align}
F_\perp&=1-3\left(\frac{\cos X}{X^2}-\frac{\sin X}{X^3}\right),\\
F_\parallel&=1-\frac32\left(\frac{\sin X}{X}+\frac{\cos X}{X^2}-\frac{\sin X}{X^3}\right).
\end{align}
For $X\to0$ the bracket in $F_\perp$ tends to $-1/3$ and that in $F_\parallel$ to $2/3$. The rates tend to 2 and 0: the image dipole doubles a perpendicular dipole's field and cancels a parallel one's. For $X\to\infty$ both tend to 1.

A recursive code reaches this limit through a large negative permittivity $-N^2$, relative to the emitter medium. The denominator of $r_p$ then vanishes at $u^2=N^2/(N^2-1)$, the surface plasmon, which closes in on the branch point $u=1$. A small absorption gives $1/u^2=1+1/\epsilon$ a negative imaginary part, so this pole too lies above the axis. The path passes 0.3 below it.

On the path, for $N\gg|u|$, the normal wave number in the metal is about $iNk_1$. To first order in $1/N$,
\begin{equation}
r_p\simeq1+\frac{2i}{Nl},\qquad r_s\simeq-1-\frac{2il}{N}.
\end{equation}
The perpendicular change is
\begin{equation}
\Delta F_\perp=\tfrac32\,\mathrm{Re}\!\int_1^{i\infty}\!\!-(1-l^2)\frac{2i}{Nl}e^{iXl}dl=\frac3N\,\mathrm{Im}(I_{-1}-I_1).
\end{equation}
Since $dI_{-1}/dX=iI_0=-e^{iX}/X$ and $\mathrm{Im}\,I_{-1}\to\pi/2$ for $X\to0$ (a quarter turn about $l=0$), $\mathrm{Im}\,I_{-1}=\pi/2-\mathrm{Si}(X)$, where $\mathrm{Si}$ is the sine integral. In the parallel case the s and p terms each change the brace by $-(2il/N)e^{iXl}$, so $\Delta F_\parallel=(3/N)\mathrm{Re}(iI_1)$. Hence
\begin{align}
\Delta F_\perp&=\frac3N\left[\frac\pi2-\mathrm{Si}(X)-\frac{\cos X}{X}+\frac{\sin X}{X^2}\right],\\
\Delta F_\parallel&=\frac3N\left[\frac{\sin X}{X^2}-\frac{\cos X}{X}\right].
\end{align}
At $k_1d=1$ the ideal values are 1.65310 and 0.64458, and the predicted $N\Delta F$ are 1.202 and 1.306. At $N=1000$ the integral gives 1.65430 and 0.64588, hence 1.203 and 1.307. Close to the mirror the parallel first-order term shrinks to $2k_1d/N$, and terms of order $1/N^2$ compete with it. The relative accuracy of the parallel correction therefore requires $Nk_1d\gg1$. Agreement with the ideal mirror alone would test the quadrature; the $1/N$ slope also tests the interface coefficients and, for the perpendicular dipole, the side on which the plasmon is passed.

\section{Reading the example}

With a transition dipole of $10\,ea_0$, $\omega=0.050626$ hartree and $c=137.04$,
\begin{equation}
\Gamma_0=\frac{4(3.5)(0.050626)^3(100)}{3(137.04)^3}=2.353\times10^{-8}\ \text{a.u.},
\end{equation}
or $0.973\ \mathrm{ns}^{-1}$. The isotropic rate in the stack is $0.8776\,\Gamma_0=2.065\times10^{-8}$ a.u., or $0.854\ \mathrm{ns}^{-1}$.

The rate changes little, but its destination is unfavourable for an LED: $0.0155/0.8776=1.8\%$ reaches air. The model is flat, unbounded and lossless; in a real device guided light can also escape through texture or edges, or be absorbed. The figure assumes isotropic orientation; a dipole in the plane, as for heavy-hole transitions in a quantum well, sends $0.0226/0.8629=2.6\%$ to air. At the five depths listed in the output the isotropic fraction lies between 1.4\% and 2.4\%. These are samples, not bounds: it drops to 1.2\% near 180 nm and exceeds 3\% next to the lower interface. The escape cone gives the order of magnitude. Of isotropic rays in index 3.5, the fraction $\frac12[1-\sqrt{1-1/3.5^2}]=2.1\%$ lies in the upward cone, before reflection and interference.

The 1.8\% is a ratio of averaged rates, suited to dipoles that reorient quickly during their lifetime. If each excitation keeps its orientation, the fractions themselves must be averaged over angle, which gives 0.01778 in place of 0.01767. The value 0.017945 in the isotropic column of the output's air-fraction row is neither of these: it is the mean of the perpendicular and parallel fractions with weights 1/3 and 2/3.

At 20 nm depth $F_\perp$ falls to 0.14 while $F_\parallel$ is 1.08. For the stronger TM mode $u=3.055/3.5=0.873$ and $l=0.488$, and the normal wave number in air is $0.825i\,k_1$. The ratio $(\epsilon_{\rm air}/\epsilon_1)l/0.825=0.048$ is small, so $r_p$ is close to $-1$. Near the surface $1+x$ is then reduced: $|1+x|$ is 0.10 at the surface, 0.57 at 20 nm and 1.69 at 80 nm. The perpendicular rate into this mode scales as $|1+x|^2$ and falls from 0.763 to 0.086, which accounts for most of the drop.

\section{Failure modes}

\begin{itemize}
\item If $U$ lies below the highest guided index divided by $n_1$, the path returns to the axis before the last pole and the tail runs into it.
\item A path above the axis passes the poles on the wrong side, and the principal root no longer selects decaying waves.
\item The pole-free sector was proved for $\mathrm{Re}\,\epsilon>0$ and no gain. The single metal interface was treated separately. Even one passive metal film can carry a backward wave, whose pole lies below the axis: with permittivity $-0.8+0.02i$ relative to its surroundings and $k_1t=0.5$, there is a pole at $u=3.79-0.22i$. The path must stay above such a pole. For stacks with metal films, locate the modes before choosing $h$. Gain can also put poles below the axis.
\item In thick layers $e^{2ik_\beta t}$ oscillates rapidly on the real axis. On the path it is damped, because $\mathrm{Im}\,k_\beta>0$, but convergence with the node number should still be checked when the thickness changes.
\item In an absorbing emitter layer $P_0$ diverges for a point dipole, and $F$ loses its meaning without a model of the emitter's cavity.
\end{itemize}
The numerical output lists the remaining depths and the intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
vacuum wavelength 900 nm; film 240 nm; layer 100 nm
indices air/film/layer/substrate 1.0 3.5 2.0 1.5
emitter depth 80 nm; k1 = 0.024435 1/nm
contour: end U = 2.0, depth h = 0.3, 200 nodes
All F are relative to the unbounded film medium (no unit)
                        perp       par        isotropic
F total (contour)      0.907042   0.862923   0.877630
F into air             0.001254   0.022631   0.015505
F into substrate       0.014741   0.048620   0.037327
F guided (diagonal.)   0.891052   0.791676   0.824801
F total - radiated     0.891047   0.791673   0.824798
F naive real axis      0.015995   0.071251   0.052832
air fraction           0.001383   0.026226   0.017945
air fraction, isotropic rate-weighted 0.01767
TE mode index 3.23307: F perp 0.00000, par 0.47306
TE mode index 2.36804: F perp 0.00000, par 0.25705
TM mode index 3.05473: F perp 0.76341, par 0.04870
TM mode index 1.80721: F perp 0.12764, par 0.01286
contour nodes  20: largest error in F 1.4e-05
contour nodes  40: largest error in F 2.4e-09
contour nodes  80: largest error in F 3.3e-15
change of F for h = 0.1, 500 nodes: 4.2e-15
absorbing layer, permittivity 4+1i: F perp, par
  contour   0.9136811 0.8563931
  real axis 0.9136811 0.8563931
near field k1*d = 0.005, eps = 2+1i: F perp 6.00059e+05, law 6.00000e+05
depth nm: F perp, F par, isotropic air fraction
  20: 0.14086 1.08007 0.02119
  80: 0.90704 0.86292 0.01767
  120: 1.09650 0.94871 0.02178
  160: 0.95530 1.01303 0.01425
  220: 0.37124 0.91318 0.02412
mirror at k1*d = 1: F perp, F par
  ideal, formula  1.6530967 0.6445753
  ideal, contour  1.6530967 0.6445753
  eps = -N^2, N = 10: 1.7771663 0.7819187
  eps = -N^2, N = 100: 1.6651529 0.6577079
  eps = -N^2, N = 1000: 1.6542993 0.6458822
  N*(F - ideal), predicted limit 1.20234 1.30619
photon energy 0.050626 hartree; dipole 10 e*a0
box-mode sum / formula for unbounded rate 1.00051
unbounded rate 2.35300e-08 a.u. = 0.97276 1/ns
rate in stack, perp: 2.13427e-08 a.u. = 0.88234 1/ns
rate in stack, par: 2.03046e-08 a.u. = 0.83942 1/ns
rate in stack, isotropic: 2.06506e-08 a.u. = 0.85373 1/ns
\end{verbatim}
